**Polarised thermal emission at the Brewster angle**

For a smooth, opaque, weakly absorbing dielectric, the degree of linear polarisation at the Brewster angle is P = (n² − 1)²/(n⁴ + 6n² + 1). Here n is the real refractive index, κ the extinction coefficient, and p and s denote electric fields in and perpendicular to the plane of emission. The program sums the radiation of fluctuating internal currents and asserts that it agrees with absorption in a thin plate and with interface reflectance for an opaque body. It also asserts the Brewster formula for three indices, the rise of P towards grazing emission, and the quadratic effect of weak absorption. Further assertions cover a fringe-averaged plate of finite thickness, reflected surroundings, and a depth-dependent source strength that leaves P unchanged. For n = 1.5 the output gives P = 7.99 percent at 56.3°, with p the stronger component. In the example at 600 K and 5 µm, the p and s brightness temperatures differ by 19.2 K.

## Program and output

```python
"""Polarised thermal emission of a smooth, opaque, weakly absorbing dielectric.

Result under test: at the Brewster angle arctan(n), the degree of linear
polarisation is P = (n^2-1)^2 / (n^4+6n^2+1), about 8 percent for n = 1.5.

Symbols: n + i*kappa = complex refractive index; eps = its square;
theta = emission angle from the normal; s, p = electric field perpendicular
to, or in, the plane of emission; R = power reflectance; e = emissivity.
Gaussian field equations are used, with lengths in units of 1/k0 = c/omega.
The state vector holds tangential E and H, with signs chosen so that
Re(E * conj(H)) is the energy flux along the inward normal.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def field_matrix(eps, theta, pol):
    """Matrix A in d(state)/dz = A state, directly from Maxwell's equations."""
    s2 = np.sin(theta) ** 2
    if pol == "s":
        return 1j * np.array([[0, 1], [eps - s2, 0]], dtype=complex)
    return 1j * np.array([[0, 1 - s2 / eps], [eps, 0]], dtype=complex)


def vacuum_admittance(theta, pol):
    return np.cos(theta) if pol == "s" else 1 / np.cos(theta)


def plate_absorptance(eps, theta, thickness, pol):
    """Absorbed fraction of a plane wave incident on a plate in vacuum."""
    y = vacuum_admittance(theta, pol)
    transfer = expm(field_matrix(eps, theta, pol) * thickness)
    forward, backward = np.array([1, y]), np.array([1, -y])
    system = np.column_stack((transfer @ backward, -forward))
    r, t = np.linalg.solve(system, -transfer @ forward)
    return 1 - abs(r) ** 2 - abs(t) ** 2


def source_emission(eps, theta, thickness, pol, points):
    """Depths and emissivity contributions of fluctuating internal currents.

    The factor 4*Im(eps) is the fluctuation-dissipation source strength,
    divided by the flux of one polarised black-body mode.
    """
    y = vacuum_admittance(theta, pol)
    matrix = field_matrix(eps, theta, pol)
    transfer = expm(matrix * thickness)
    system = np.column_stack((transfer @ np.array([1, -y]),
                              -np.array([1, y])))
    jumps = [np.array([0, -1], dtype=complex)]
    if pol == "p":
        jumps.append(np.array([np.sin(theta) / eps, 0]))
    nodes, weights = np.polynomial.legendre.leggauss(points)
    depths = (nodes + 1) * thickness / 2
    parts = np.zeros(points)
    for i, depth in enumerate(depths):
        onward = expm(matrix * (thickness - depth))
        for jump in jumps:
            outgoing = np.linalg.solve(system, -onward @ jump)[0]
            parts[i] += y * abs(outgoing) ** 2
    return depths, 4 * eps.imag * parts * weights * thickness / 2


def reflectance(index, theta, pol):
    """Half-space reflectance from matching tangential fields."""
    eps = complex(index) ** 2
    q = np.sqrt(eps - np.sin(theta) ** 2)
    inside = q if pol == "s" else eps / q
    outside = vacuum_admittance(theta, pol)
    return abs((outside - inside) / (outside + inside)) ** 2


def polarisation(e_p, e_s):
    return (e_p - e_s) / (e_p + e_s)


def surface_polarisation(index, theta):
    return polarisation(1 - reflectance(index, theta, "p"),
                        1 - reflectance(index, theta, "s"))


def brewster_polarisation(n):
    return (n**2 - 1) ** 2 / (n**4 + 6 * n**2 + 1)


n = 1.5
theta_b = np.arctan(n)
theta_t = np.arcsin(np.sin(theta_b) / n)
r_s = ((n**2 - 1) / (n**2 + 1)) ** 2
p_ideal = brewster_polarisation(n)

# Emission from internal currents must equal absorption, even in a thin plate.
eps_thin = (n + 0.05j) ** 2
kirchhoff_error = 0.0
for angle in (0.4, theta_b):
    for pol in ("s", "p"):
        emitted = source_emission(eps_thin, angle, 10.0, pol, 70)[1].sum()
        absorbed = plate_absorptance(eps_thin, angle, 10.0, pol)
        kirchhoff_error = max(kirchhoff_error, abs(emitted - absorbed))
assert kirchhoff_error < 1e-8

# Opaque body: internal-current emission against interface reflectance.
kappa_test = 0.02
eps_test = (n + 1j * kappa_test) ** 2
depths, parts_s = source_emission(eps_test, theta_b, 400.0, "s", 160)
_, parts_p = source_emission(eps_test, theta_b, 400.0, "p", 160)
source_s, source_p = parts_s.sum(), parts_p.sum()
for value, pol in ((source_s, "s"), (source_p, "p")):
    expected = 1 - reflectance(n + 1j * kappa_test, theta_b, pol)
    assert abs(value - expected) < 1e-6
p_source = polarisation(source_p, source_s)
assert abs(p_source - p_ideal) < 2e-4  # remaining difference is order kappa^2

# A depth-dependent source temperature changes radiance but not polarisation.
profile = 1 + 0.5 * np.exp(-depths / 30)
graded_s, graded_p = np.sum(profile * parts_s), np.sum(profile * parts_p)
assert graded_s / source_s > 1.1
assert abs(polarisation(graded_p, graded_s) - p_source) < 1e-7

# Brewster angle from a numerical minimum, and the closed form for several n.
for trial_n in (1.2, 1.5, 2.4):
    found = minimize_scalar(lambda a: reflectance(trial_n, a, "p"),
                            bounds=(0.5, 1.4), method="bounded",
                            options={"xatol": 1e-10}).x
    assert abs(found - np.arctan(trial_n)) < 1e-5
    assert abs(surface_polarisation(trial_n, found)
               - brewster_polarisation(trial_n)) < 1e-5
assert abs(reflectance(n, theta_b, "s") - r_s) < 1e-12
assert abs(r_s / (2 - r_s) - p_ideal) < 1e-12

# Angular law, monotonic rise and grazing limit.
angles = np.radians(np.linspace(1, 89.99, 300))
p_angles = np.array([surface_polarisation(n, a) for a in angles])
delta = angles - np.arcsin(np.sin(angles) / n)
assert np.allclose(p_angles, np.sin(delta)**2 / (1 + np.cos(delta)**2),
                   atol=1e-10)
assert np.all(np.diff(p_angles) > 0)
p_grazing = (n**2 - 1) / (n**2 + 1)
assert abs(p_angles[-1] - p_grazing) < 1e-3

# Halving weak absorption must reduce its effect on P by a factor near four.
shift_large = surface_polarisation(n + 0.02j, theta_b) - p_ideal
shift_small = surface_polarisation(n + 0.01j, theta_b) - p_ideal
shift_ratio = shift_large / shift_small
assert abs(shift_ratio - 4) < 0.03


def finite_plate_polarisation(tau):
    return r_s * (1 - tau) / (2 - r_s * (1 + tau))


# Fringe-averaged wave calculation against the finite-thickness formula.
kappa_plate, mean_thickness = 2e-4, 1500.0
eps_plate = (n + 1j * kappa_plate) ** 2
q_plate = np.sqrt(eps_plate - np.sin(theta_b) ** 2)
offsets = ((np.arange(32) + 0.5) / 32 - 0.5) * np.pi / q_plate.real
average = {pol: np.mean([plate_absorptance(eps_plate, theta_b,
                                           mean_thickness + d, pol)
                         for d in offsets]) for pol in ("s", "p")}
tau_test = np.exp(-2 * kappa_plate * mean_thickness / np.cos(theta_t))
p_plate_wave = polarisation(average["p"], average["s"])
p_plate_formula = finite_plate_polarisation(tau_test)
assert abs(p_plate_wave - p_plate_formula) < 2e-4

# Example: round parameters in the rough regime of hot silicate glass.
wavelength, temperature, surroundings = 5e-6, 600.0, 300.0
kappa, thickness = 0.001, 3e-3
gradient, roughness = 2e3, 10e-9


def planck(temp):
    """Spectral radiance in W/(m^2 sr um), including both polarisations."""
    x = const.h * const.c / (wavelength * const.k * temp)
    return 2 * const.h * const.c**2 / wavelength**5 / np.expm1(x) * 1e-6


black, background = planck(temperature), planck(surroundings)
e_p = 1 - reflectance(n + 1j * kappa, theta_b, "p")
e_s = 1 - reflectance(n + 1j * kappa, theta_b, "s")
p_absorbing = polarisation(e_p, e_s)
radiance_p, radiance_s = e_p * black / 2, e_s * black / 2
brightness_s = brentq(lambda t: planck(t) - e_s * black, 400, 600)
x_temp = const.h * const.c / (wavelength * const.k)
brightness_formula = x_temp / np.log1p(np.expm1(x_temp / temperature) / e_s)
assert abs(brightness_s - brightness_formula) < 1e-6

alpha = 4 * np.pi * kappa / wavelength
q_example = np.sqrt((n + 1j * kappa) ** 2 - np.sin(theta_b) ** 2)
decay = 4 * np.pi * q_example.imag / wavelength
assert abs(decay / (alpha / np.cos(theta_t)) - 1) < 1e-5
tau = np.exp(-decay * thickness)
p_finite = finite_plate_polarisation(tau)

total_p = radiance_p + (1 - e_p) * background / 2
total_s = radiance_s + (1 - e_s) * background / 2
p_background = polarisation(total_p, total_s)
x_ratio = background / black
p_background_formula = r_s * (1 - x_ratio) / (2 - r_s + r_s * x_ratio)
assert abs(p_background - p_background_formula) < 1e-6  # order kappa^2

emission_depth = 1 / decay
depth_warming = gradient * emission_depth
gradient_change = planck(temperature + depth_warming) / black - 1
rough_fraction = (4 * np.pi * roughness * np.cos(theta_b) / wavelength) ** 2
five_degrees = np.radians(5)

print(f"Refractive index n: {n:.2f} (dimensionless)")
print(f"Extinction coefficient kappa: {kappa:.4f} (dimensionless)")
print(f"Wavelength: {wavelength*1e6:.2f} um")
print(f"Body temperature: {temperature:.1f} K")
print(f"Surroundings temperature: {surroundings:.1f} K")
print(f"Plate thickness: {thickness*1e3:.2f} mm")
print(f"Brewster angle: {np.degrees(theta_b):.3f} deg")
print(f"Internal angle: {np.degrees(theta_t):.3f} deg")
print(f"s reflectance, lossless limit: {100*r_s:.4f} %")
print(f"s emissivity, lossless limit: {1-r_s:.6f} (dimensionless)")
print(f"p emissivity, example: {e_p:.9f} (dimensionless)")
print(f"s emissivity, example: {e_s:.9f} (dimensionless)")
print(f"P, lossless limit: {100*p_ideal:.4f} %")
print(f"P shift from example absorption: {100*(p_absorbing-p_ideal):.3e} "
      "percentage points")
print(f"P from internal currents, kappa={kappa_test:.2f}: {100*p_source:.4f} %")
print(f"Largest emission-absorption difference: {kirchhoff_error:.1e} "
      "(dimensionless)")
print(f"P shift ratio, kappa 0.02 to 0.01: {shift_ratio:.4f} (dimensionless)")
print(f"P at kappa=0.1: {100*surface_polarisation(n+0.1j, theta_b):.4f} %")
print(f"P in grazing limit: {100*p_grazing:.3f} %")
print(f"Black-body radiance at body temperature: {black:.3f} W/(m2 sr um)")
print(f"Black-body radiance of surroundings: {background:.3f} W/(m2 sr um)")
print(f"Emitted p radiance: {radiance_p:.3f} W/(m2 sr um)")
print(f"Emitted s radiance: {radiance_s:.3f} W/(m2 sr um)")
print(f"s brightness temperature: {brightness_s:.2f} K")
print(f"p-s brightness difference: {temperature-brightness_s:.2f} K")
print(f"Absorption length along ray: {1e6/alpha:.2f} um")
print(f"Emission depth along normal: {1e6*emission_depth:.2f} um")
print(f"Internal plate transmission: {tau:.3e} (dimensionless)")
print(f"P with finite thickness: {100*p_finite:.4f} %")
print(f"Thin-plate test transmission: {tau_test:.4f} (dimensionless)")
print(f"Thin-plate P, averaged waves: {100*p_plate_wave:.4f} %")
print(f"Thin-plate P, formula: {100*p_plate_formula:.4f} %")
print(f"P with reflected surroundings: {100*p_background:.4f} %")
print("P at 5 deg below Brewster: "
      f"{100*surface_polarisation(n, theta_b-five_degrees):.4f} %")
print("P at 5 deg above Brewster: "
      f"{100*surface_polarisation(n, theta_b+five_degrees):.4f} %")
print(f"P for n=1.4 at its Brewster angle: {100*brewster_polarisation(1.4):.4f} %")
print(f"P for n=1.4 at the n=1.5 angle: "
      f"{100*surface_polarisation(1.4, theta_b):.4f} %")
print(f"Temperature gradient, hotter inside: {gradient/1e3:.2f} K/mm")
print(f"Temperature rise over emission depth: {depth_warming:.3f} K")
print(f"Estimated radiance change from gradient: {100*gradient_change:.3f} %")
print(f"Surface roughness, rms: {roughness*1e9:.1f} nm")
print(f"Mirror reflection lost to roughness: {100*rough_fraction:.4f} % of it")
print("all tests passed")
```

Running it gives:

```
Refractive index n: 1.50 (dimensionless)
Extinction coefficient kappa: 0.0010 (dimensionless)
Wavelength: 5.00 um
Body temperature: 600.0 K
Surroundings temperature: 300.0 K
Plate thickness: 3.00 mm
Brewster angle: 56.310 deg
Internal angle: 33.690 deg
s reflectance, lossless limit: 14.7929 %
s emissivity, lossless limit: 0.852071 (dimensionless)
p emissivity, example: 0.999999966 (dimensionless)
s emissivity, example: 0.852070580 (dimensionless)
P, lossless limit: 7.9872 %
P shift from example absorption: 2.310e-05 percentage points
P from internal currents, kappa=0.02: 7.9965 %
Largest emission-absorption difference: 7.8e-16 (dimensionless)
P shift ratio, kappa 0.02 to 0.01: 3.9988 (dimensionless)
P at kappa=0.1: 8.2160 %
P in grazing limit: 38.462 %
Black-body radiance at body temperature: 317.569 W/(m2 sr um)
Black-body radiance of surroundings: 2.603 W/(m2 sr um)
Emitted p radiance: 158.785 W/(m2 sr um)
Emitted s radiance: 135.296 W/(m2 sr um)
s brightness temperature: 580.76 K
p-s brightness difference: 19.24 K
Absorption length along ray: 397.89 um
Emission depth along normal: 331.06 um
Internal plate transmission: 1.160e-04 (dimensionless)
P with finite thickness: 7.9864 %
Thin-plate test transmission: 0.4862 (dimensionless)
Thin-plate P, averaged waves: 4.2696 %
Thin-plate P, formula: 4.2695 %
P with reflected surroundings: 7.9166 %
P at 5 deg below Brewster: 6.1829 %
P at 5 deg above Brewster: 10.2297 %
P for n=1.4 at its Brewster angle: 5.5513 %
P for n=1.4 at the n=1.5 angle: 6.1150 %
Temperature gradient, hotter inside: 2.00 K/mm
Temperature rise over emission depth: 0.662 K
Estimated radiance change from gradient: 0.535 %
Surface roughness, rms: 10.0 nm
Mirror reflection lost to roughness: 0.0194 % of it
all tests passed
```
